\section*{Cutoff error of GW quasiparticle energies in a plane-wave basis}

\section{What goes wrong}

Suppose a GW level is computed with 257 plane waves in the screened interaction and then with 515. In the model treated below, a filled level moves down by 23 meV. It is tempting to take the next change as small and stop. About 21 meV of error remains, nearly as much as the step just seen. The error falls as $1/N$, so doubling $N$ removes half of it and leaves the other half. Knowing the law and its prefactor turns a slow convergence into an extrapolation, and shows which levels suffer most.

\section{Setting and statement}

Hartree atomic units are used in the derivation. The system is a closed shell in a periodic volume $\Omega$, with real mean-field orbitals $\phi_p$ of energy $\varepsilon_p$. Indices $i,j$ are filled, $a,b$ empty, and $m$ is the level of interest, filled or empty. The density $n=2\sum_i\phi_i^2$ counts both spins. A $k$-mesh is covered by reading $\Omega$ as the equivalent supercell; only $N/\Omega$ will matter.

The orbitals are smooth, as with pseudopotentials: Fourier components of products such as $\phi_m\phi_j$ are negligible at the cutoff. The mean field and bare exchange are converged. The response function and $W$ are restricted to $|\mathbf G|\le G_c$, while the sums over empty states run further. Then
\begin{equation}
E_m(G_c)-E_m(\infty)=Z_m\frac{8I_m}{3G_c^3}\left[1+\frac{c_m}{G_c}+O(G_c^{-2})\right],\quad I_m=\int n\,\phi_m^2\,d^3r .
\label{law}
\end{equation}
Here $Z_m$ is the quasiparticle renormalisation factor and $c_m$ is a boundary coefficient found below. The truncated level lies too high. The stated remainder holds for a large volume or a dense $k$-mesh, where sums over $\mathbf G$ become integrals; in a small cell the discrete shells of $\mathbf G$ add a fluctuation, discussed below.

\section{Why second order is enough}

The correlation part of the screened interaction is
\begin{equation}
W-v=v\chi_0v+v\chi_0v\chi_0v+\dots,\qquad v(G)=4\pi/G^2 .
\end{equation}
For large $G$ the static diagonal response is
\begin{equation}
\chi_0(\mathbf G,\mathbf G)=-\frac4\Omega\sum_{ib}\frac{|\langle b|e^{i\mathbf G\cdot\mathbf r}|i\rangle|^2}{\varepsilon_b-\varepsilon_i}\simeq-\frac{4\bar n}{G^2}.
\end{equation}
The factor 4 is two spins times two time orders. The excitation energy is close to $G^2/2$, the squared elements sum to one over $b$, and the number of filled orbitals is $\bar n\Omega/2$, with $\bar n$ the mean density. Each further order thus brings a factor $v\chi_0\simeq-16\pi\bar n/G^4$. A detour through a small momentum $\mathbf q$ needs $\chi_0(\mathbf G,\mathbf q)$, which requires high Fourier components of a filled orbital and is negligible here. The leading tail comes from $v\chi_0v$.

\section{The second-order self-energy}

Let $V_{ib}(\mathbf r)=\int v(\mathbf r-\mathbf r')\phi_i(\mathbf r')\phi_b(\mathbf r')\,d^3r'$ and $D=\varepsilon_b-\varepsilon_i$. The second-order interaction is
\begin{equation}
v\chi_0v=2\sum_{ib}V_{ib}(\mathbf r)V_{ib}(\mathbf r')\left[\frac1{\omega'-D+i\eta}-\frac1{\omega'+D-i\eta}\right].
\end{equation}
Insert it in $\Sigma_c(\omega)=\frac{i}{2\pi}\int d\omega'\,G(\omega+\omega')(W-v)(\omega')$. For an empty state $a$, the pole of the Green function lies in the lower half plane. Closing the contour above catches only $\omega'=-D+i\eta$, with residue $-1$, and gives $\frac{i}{2\pi}\,2\pi i\,(-1)/(\omega-D-\varepsilon_a)=1/(\omega-\varepsilon_a-D)$. For a filled state $j$ the contour is closed below and gives $1/(\omega-\varepsilon_j+D)$. Hence
\begin{equation}
\Sigma^{(2)}_m=2\sum_{iab}\frac{(ma|ib)^2}{\omega+\varepsilon_i-\varepsilon_a-\varepsilon_b}
+2\sum_{ijb}\frac{(mj|ib)^2}{\omega+\varepsilon_b-\varepsilon_i-\varepsilon_j},
\label{ring}
\end{equation}
where $(ma|ib)$ is the Coulomb integral between $\phi_m\phi_a$ and $\phi_i\phi_b$. In the second term a large momentum transfer must come from $\phi_m\phi_j$, a product of smooth functions, so this term has no leading tail. In the first, the electron in $m$ takes momentum $\mathbf G$ and an electron in $i$ takes $-\mathbf G$. Both can do so by going to nearly free high states.

\section{Closure over the empty states}

Define the pair state $|\mathbf G\rangle=e^{i\mathbf G\cdot(\mathbf r_1-\mathbf r_2)}\phi_m(\mathbf r_1)\phi_i(\mathbf r_2)$. Since $v(\mathbf r)=\Omega^{-1}\sum_{\mathbf G}v(G)e^{i\mathbf G\cdot\mathbf r}$,
\begin{equation}
(ma|ib)=\frac1\Omega\sum_{\mathbf G}v(G)\langle ab|\mathbf G\rangle .
\end{equation}
Set $\omega=\varepsilon_m$ and $X=h_1+h_2-\varepsilon_m-\varepsilon_i$, with $h$ the mean-field Hamiltonian. Extending the sums over $a,b$ to all states adds only elements without a tail, again because the orbitals are smooth. The high-momentum part of \eqref{ring} becomes
\begin{equation}
-\frac2{\Omega^2}\sum_i\sum_{\mathbf G\mathbf G'}v(G)v(G')\langle\mathbf G|X^{-1}|\mathbf G'\rangle .
\label{pair}
\end{equation}

Two matrix elements are needed. With $\mathbf g=\mathbf G'-\mathbf G$ and $\rho_p(\mathbf g)=\int\phi_p^2e^{i\mathbf g\cdot\mathbf r}d^3r$, the overlap is $\langle\mathbf G|\mathbf G'\rangle=\rho_m(\mathbf g)\rho_i(-\mathbf g)$. For the energy, take electron 1 and a local potential. Then
\begin{equation}
(h-\varepsilon_m)e^{i\mathbf G'\cdot\mathbf r}\phi_m=e^{i\mathbf G'\cdot\mathbf r}\left(\tfrac12G'^2-i\mathbf G'\cdot\nabla\right)\phi_m .
\end{equation}
Project on $e^{i\mathbf G\cdot\mathbf r}\phi_m$, write $\phi_m\nabla\phi_m=\frac12\nabla\phi_m^2$, and integrate by parts:
\begin{equation}
\tfrac12G'^2\rho_m-\tfrac i2\mathbf G'\cdot(-i\mathbf g)\rho_m=\tfrac12\mathbf G'\cdot(\mathbf G'-\mathbf g)\rho_m=\tfrac12\mathbf G\cdot\mathbf G'\rho_m .
\end{equation}
Electron 2, with both momenta reversed, gives the same factor, so
\begin{equation}
\langle\mathbf G|X|\mathbf G'\rangle=\mathbf G\cdot\mathbf G'\,\langle\mathbf G|\mathbf G'\rangle .
\end{equation}

To pass to the inverse, put $E_0=\mathbf G\cdot\mathbf G'$ and use the identity
\begin{equation}
\frac1X=\frac1{E_0}-\frac{X-E_0}{E_0^2}+\frac{(X-E_0)^2}{E_0^2X}.
\end{equation}
The middle term has zero matrix element by the result just found. In the last, $X-E_0$ is of order $Gp$, with $p$ a typical orbital momentum, while $X$ and $E_0$ are of order $G^2$. Its size relative to the first is $p^2/G^2$. To that accuracy, with $n(\mathbf g)=2\sum_i\rho_i(\mathbf g)$,
\begin{equation}
\Sigma_m(G_c)-\Sigma_m(\infty)=\frac1{\Omega^2}\sum_{\rm missing}v(G)v(G')\frac{\rho_m(\mathbf g)n(-\mathbf g)}{\mathbf G\cdot\mathbf G'} .
\label{closure}
\end{equation}
A pair $(\mathbf G,\mathbf G')$ is missing when at least one member is outside the sphere. The sign is positive because a negative contribution has been left out.

\section{The power, the prefactor and the boundary}

The density components confine $\mathbf g$ to small values, so at leading order $\mathbf G'$ may be replaced by $\mathbf G$. Completeness of plane waves gives $\sum_{\mathbf g}\rho_m(\mathbf g)n(-\mathbf g)=\Omega I_m$. The remaining sum becomes an integral:
\begin{align}
\Sigma_m(G_c)-\Sigma_m(\infty)&\simeq I_m\int_{G>G_c}\frac{d^3G}{(2\pi)^3}\frac{(4\pi)^2}{G^4}\frac1{G^2}\\
&=I_m\frac{4\pi\cdot16\pi^2}{8\pi^3}\int_{G_c}^\infty\frac{dG}{G^4}=\frac{8I_m}{3G_c^3}.
\end{align}
Two interactions supply $G^{-4}$, the energy cost supplies $G^{-2}$, and phase space returns $G^2dG$. The factor $I_m$ is the electron density averaged over the orbital $m$; it appears because such large momenta are exchanged at close contact. For a filled level this density includes the electron's own share, a point taken up again below.

The next order comes from the edge of the sphere. Let $\mathbf P=(\mathbf G+\mathbf G')/2$, at angle $\theta$ to $\mathbf g$. Then $G^2G'^2=(P^2+g^2/4)^2-(\mathbf P\cdot\mathbf g)^2$ and $\mathbf G\cdot\mathbf G'=P^2-g^2/4$, so the summand differs from $P^{-6}$ only at relative order $g^2/P^2$. The longer of the two vectors has length $P+\frac12g|\cos\theta|$, so pairs are missing from $P=G_c-\frac12g|\cos\theta|$ upward. The tail is multiplied by
\begin{equation}
\left(1-\frac{g|\cos\theta|}{2G_c}\right)^{-3}\simeq1+\frac{3g|\cos\theta|}{2G_c}.
\end{equation}
The mean of $|\cos\theta|$ over directions is $1/2$, hence
\begin{equation}
c_m=\frac34\,\frac{\sum_{\mathbf g}g\,\rho_m(\mathbf g)n(-\mathbf g)}{\sum_{\mathbf g}\rho_m(\mathbf g)n(-\mathbf g)} .
\end{equation}

\section{From self-energy to level, and from momentum to basis size}

The level solves $E=\varepsilon_m+s_m+\Sigma_m(E)$, where $s_m$ collects static terms that do not depend on $G_c$. Subtract the equations for finite and infinite cutoff and call the level shift $\delta E$ and the self-energy error $\delta\Sigma$. To first order $\delta E=\delta\Sigma+\Sigma'_m\delta E$, so $\delta E=Z_m\delta\Sigma$ with $Z_m=1/(1-\Sigma'_m)$. Evaluating $\delta\Sigma$ at $E$ instead of $\varepsilon_m$ shifts a denominator of size $G^2$ by a fixed energy, a relative change of order $G_c^{-2}$. The slope $\Sigma'_m$ has one more factor $G^{-2}$ in its tail; its error is $8I_m\int_{G_c}^\infty G^{-6}dG=8I_m/(5G_c^5)$. This holds at fixed frequency. Evaluated at the level itself, $Z_m$ also changes by $Z_m^2\Sigma''_m\delta E$, which falls as $G_c^{-3}$ like the level; either change alters \eqref{law} only at relative order $G_c^{-3}$ or beyond. This completes \eqref{law}.

The sphere holds $N=\Omega G_c^3/(6\pi^2)$ plane waves. Substituting $G_c^3=6\pi^2N/\Omega$ gives
\begin{equation}
E_m(N)-E_m(\infty)\simeq Z_m\frac{4}{9\pi^2}\frac{\Omega I_m}{N}.
\label{count}
\end{equation}
In terms of the cutoff energy $G_c^2/2$ this is a power $-3/2$. For a uniform density $\Omega I_m$ equals the number of electrons $N_{\rm el}$, and the error is $1.225\,{\rm eV}\times Z_mN_{\rm el}/N$.

In \eqref{count} the actual number of plane waves is better than the smooth volume estimate. The tail is $\int_{G_c}G^{-6}dN$. If the sphere happens to hold $\delta N$ extra vectors near its surface, the tail drops by $\delta N/G_c^6$. With $N=\alpha G_c^3$ the smooth tail is $\alpha^2/N$, whose derivative is also $-\alpha^2/N^2=-1/G_c^6$. The count therefore absorbs this shell fluctuation to first order.

\section{A second case: two electrons in a harmonic trap}

The law can be reached without plane-wave final states. Put two electrons in the ground orbital of a trap of frequency 1, so that $I=2(2\pi)^{-3/2}$. The interaction excites only the relative coordinate $\mathbf r$, whose components have unit variance. Gaussian averaging gives the imaginary-time correlation
\begin{equation}
\langle e^{i\mathbf G\cdot\mathbf r(\tau)}e^{-i\mathbf G'\cdot\mathbf r(0)}\rangle=e^{-(G^2+G'^2)/2+\mathbf G\cdot\mathbf G'e^{-\tau}} .
\end{equation}
The angular mean of $e^{\mathbf G\cdot\mathbf G'e^{-\tau}}$ is $\sum_n(GG')^{2n}e^{-2n\tau}/(2n+1)!$. Integration over $\tau$ turns $e^{-2n\tau}$ into $1/(2n)$, so
\begin{equation}
\Sigma^{(2)}\to-2\sum_{n\ge1}\frac{A_n^2}{(2n+1)!\,2n},\quad A_n=\frac2\pi\int_0^{G_c}G^{2n}e^{-G^2/2}dG .
\end{equation}
Corrections for single excitations and the two-hole term carry factors $4^{-n}$ and do not affect the leading tail. The integrand of $A_n$ peaks at $G^2=2n$: the cutoff removes pair excitations of energy above $G_c^2$.

Without a cutoff $A_n=(2/\pi)2^{n-1/2}\Gamma(n+\frac12)$. Using $(2n)!=4^nn!\,\Gamma(n+\frac12)/\sqrt\pi$, the $n$th term has magnitude
\begin{equation}
\frac{2}{\pi^{3/2}}\frac{\Gamma(n+\frac12)}{n!\,(2n+1)}\frac1n\;\to\;\frac{1}{\pi^{3/2}n^{5/2}} .
\end{equation}
Summed over $n>G_c^2/2$ this is $\frac23\pi^{-3/2}2^{3/2}/G_c^3$, which equals $8I/(3G_c^3)$.

The complete second-order sum gives 1.068, 1.032 and 1.015 times the leading law at $G_c=20$, 40 and 80. Here $\rho_mn$ varies as $e^{-g^2/2}$, so $\langle g\rangle=2\sqrt{2/\pi}$ and $c=1.197$; the sum yields 1.195. Between the last two cutoffs the fitted power is $-3.02$ for the self-energy and $-5.04$ for its slope.

\section{Worked example: a wide-gap cell}

A cubic cell of edge 0.42 nm ($\Omega=500.0$ bohr$^3$) has a cosine potential of amplitude 6 eV along each axis and one doubly filled orbital. This potential is taken as the whole static mean field, so $s_m=0$. One $k$-point is used and the $\mathbf G=0$ term is dropped. The mean-field spacing of the filled and the lowest empty level at this point, $\mathbf k=0$, is 9.97 eV; it is called the gap below, although it is not the band gap of the potential. $W$ comes from the full random-phase approximation, with all settings except $G_c$ held fixed.

For the filled level $Z=0.9386$ and $\Omega I=7.678$, almost four times the uniform value of 2, because the orbital gathers where the density is high. With 2109 plane waves \eqref{count} gives
\begin{equation}
0.9386\times1.225\,{\rm eV}\times7.678/2109=4.19\ {\rm meV}.
\end{equation}
The matching radius is $G_c=(6\pi^2\cdot2109/500.0)^{1/3}=6.30$ bohr$^{-1}$. With $c=0.550$ bohr$^{-1}$, the boundary factor is 1.087 and the error 4.55 meV. The computed level, $-6.3273$ eV, extrapolates to $-6.3319$ eV; terms beyond the corrected law lower this by about a further 0.1 meV. For the lowest empty level $Z=0.9557$, $\Omega I=4.907$ and the corrected error is 2.87 meV.

Starting from 515, 925 and 2109 plane waves, the extrapolated filled levels agree within 1.1 meV, against a predicted error of 19.5 meV at 515. At 257 plane waves the law with its boundary term predicts 40 meV, while the distance to the best extrapolated value is 44 meV; higher powers of $1/G_c$ are not yet small. A pure $1/N$ extrapolation from the last two points gives $-6.3323$ eV. This is 0.4 meV below the corrected extrapolation. The boundary term makes the tail steeper than $1/N$ and accounts for about 0.2 meV of the difference; the rest lies beyond the corrected law.

Both levels fall as $N$ grows, the filled one faster. The gap therefore opens from 10.039 eV at 257 plane waves to an extrapolated 10.057 eV. Its error of 18 meV is smaller than that of either level through partial cancellation. The cancellation would be poor between a compact $d$ level and a spread-out band, whose $I_m$ differ strongly.

Between radii of 5 and 8 shortest reciprocal vectors, the filled self-energy changes by $-17.1$ meV; \eqref{closure} gives $-16.9$ meV. For the empty level the values are $-10.1$ and $-9.9$ meV. Second order alone overestimates the whole self-energy by 27 and 29 per cent, but these tails by less than 1 per cent. Screening matters greatly for the level and hardly at all for its tail.

\section{What GW itself leaves out}

The full second-order theory also has an exchange term, with $-(ma|ib)(mb|ia)$ in place of $2(ma|ib)^2$. At large $G$ both integrals approach the same contact value, so exchange cancels the same-spin half of the ring tail: electrons of equal spin avoid contact. For the filled level of the one-orbital example, this same-spin half is the electron's own share of the density, a self-interaction. The $1/N$ power survives, but at second order half of the leading GW tail is cancelled. The remaining half, from opposite spins, is itself changed by higher orders that GW omits, because repulsion makes close contact less likely than in the mean field.

The computed ratio of exchange to ring tail is $-0.500$ for the filled level, where the two integrals coincide. For the empty level it is $-0.607$. A sharp cutoff can admit the direct transfer and reject the exchanged one, which makes the integrals unequal near the edge. Like the boundary term in \eqref{law}, this edge effect is of relative order $1/G_c$, so the ratio tends to $-1/2$ as the cutoff grows.

\section{Use for a real oxide, and limits}

The edge matches magnesia, a barrier material in magnetic tunnel junctions, with a cubic edge near 0.42 nm and a gap near 8 eV. The model's 9.97 eV is the spacing at $\mathbf k=0$, measured from the bottom of the filled band; over the whole zone the same potential has a band gap of about 4.9 eV, smaller than that of magnesia. Its electron count is far from real: magnesia has 32 valence electrons per cubic cell, not 2. For a uniform density and $Z=1$, this raises the error at 2109 plane waves to $1.225\,{\rm eV}\times32/2109=18.6$ meV, and for levels located on oxygen, where the density is far above its mean, the error can be several times larger. The model also omits a filled-band width of 1.4 eV and a $\mathbf G=0$ term estimated at 4 eV for complete screening. These matter for the levels themselves. At fixed orbitals the $\mathbf G=0$ term enters the leading tail only through $Z_m$. Sampling the whole band also changes the density: $\Omega I$ rises from 7.68 to about 8.6 for the filled level and from 4.91 to about 5.3 for the empty one, and the true band edges have about 11.0 and 3.3, so their errors cancel less well than in the example. Lattice vibrations and the electrodes are absent too, so the levels are not predictions for a device.

Extrapolation in $1/N$ is justified under stated conditions: fixed volume, smooth orbitals, a cutoff well above the momenta in the density, and enough empty states. The last condition follows from the pair picture, since both excited electrons carry momentum close to $G$. If the empty-state sum stops below $G_c$, raising $G_c$ produces a false plateau. With nuclear cusps, the neglect of high Fourier components has not been justified here. The numerical output lists the values for each cutoff.

\section*{Computed values}
\begin{verbatim}
trap: power of cutoff error -3.023, of slope -5.040
trap: error / leading law at Gc = 20 (trap units): 1.0681
trap: error / leading law at Gc = 40 (trap units): 1.0319
trap: error / leading law at Gc = 80 (trap units): 1.0154
trap: boundary coefficient 1.195, formula 1.197
cell edge 0.42 nm, potential amplitude 6.0 eV
cell volume 500.0 bohr^3, shortest G 0.7916 1/bohr
mean-field gap 9.966 eV
uniform-density rule 4/(9 pi^2) = 1.225 eV
filled: level -5.366 eV, Z 0.9386
filled: I 0.015356 bohr^-3, I*volume 7.678, c 0.550 1/bohr
filled: self-energy tail, cutoff 5 to 8 g: -17.147 meV, closure -16.938 meV
filled: second order / full RPA: tail 1.0046, whole 1.2737
filled: exchange tail / ring tail -0.500
filled: N  257, E -6.28838 eV, law 34.360 meV, with c 40.411 meV, E(inf) -6.32879 eV
filled: N  515, E -6.31127 eV, law 17.147 meV, with c 19.542 meV, E(inf) -6.33081 eV
filled: N  925, E -6.32095 eV, law 9.546 meV, with c 10.643 meV, E(inf) -6.33160 eV
filled: N 2109, E -6.32733 eV, law 4.187 meV, with c 4.553 meV, E(inf) -6.33189 eV
empty: level 4.601 eV, Z 0.9557
empty: I 0.009815 bohr^-3, I*volume 4.907, c 0.341 1/bohr
empty: self-energy tail, cutoff 5 to 8 g: -10.109 meV, closure -9.920 meV
empty: second order / full RPA: tail 1.0019, whole 1.2888
empty: exchange tail / ring tail -0.607
empty: N  257, E 3.75076 eV, law 22.361 meV, with c 24.802 meV, E(inf) 3.72596 eV
empty: N  515, E 3.73760 eV, law 11.159 meV, with c 12.125 meV, E(inf) 3.72548 eV
empty: N  925, E 3.73184 eV, law 6.213 meV, with c 6.655 meV, E(inf) 3.72518 eV
empty: N 2109, E 3.72796 eV, law 2.725 meV, with c 2.872 meV, E(inf) 3.72508 eV
gap at N  257: 10.03914 eV
gap at N  515: 10.04887 eV
gap at N  925: 10.05279 eV
gap at N 2109: 10.05529 eV
gap extrapolated from largest N: 10.05697 eV
screening factor at 8 g: sum 1.263e-04, formula 1.250e-04
left out: filled-band width 1.433 eV
left out: G = 0 term, upper size 4.25 eV
left out: error for 32 electrons, Z = 1, uniform, N 2109: 18.6 meV
left out: same-spin half of filled-state error at N 2109: 2.276 meV
left out: thermal energy at 300 K 25.9 meV
\end{verbatim}
